# Quadratic thickness law for metal film conductivity under white-noise wall roughness

A model metal film 5 nm thick, whose electrons are scattered by nothing but slight roughness of its walls, has a resistivity of 9.43 pΩ m. At 10 nm the resistivity is 2.24 pΩ m, at 20 nm it is 0.565 pΩ m, and at 40 nm it is 0.137 pΩ m. Each doubling of the thickness divides it by 4.21, 3.96 and 4.12 in turn. If a thicker film merely let its electrons meet the walls half as often, the factor would be two. Two questions follow: why the factor is near four, and why it wanders about that value.

## Setting and theorem

Free electrons of mass $m$ and charge $-e$ fill a film $0<z<d$ of large area $A$, at zero temperature and with volume density $n_v$. The wave function vanishes at the walls. For flat walls the states and energies are

$$\varphi_{n\mathbf k}=\sqrt{\frac{2}{Ad}}\,\sin(k_nz)\,e^{i\mathbf k\cdot\mathbf r},\qquad k_n=\frac{n\pi}{d},\qquad \varepsilon=\frac{\hbar^2(k_n^2+k^2)}{2m},$$

where $\mathbf r$ and $\mathbf k$ lie in the plane and $n=1,2,\dots$ labels the subbands. With Fermi wave number $k_F$, subband $n$ is filled up to $k_{Fn}$, where $k_{Fn}^2=k_F^2-k_n^2$. The number of filled subbands $N$ is the integer part of $\kappa=k_Fd/\pi$. I write $\kappa=N+f$ with $0\le f<1$.

The assumptions are these.

1. **White noise.** A wall is displaced by $\xi(\mathbf r)$ with zero mean. With $\xi(\mathbf q)=\int\xi\,e^{-i\mathbf q\cdot\mathbf r}d^2r$, the average $\langle|\xi(\mathbf q)|^2\rangle/A$ does not depend on $\mathbf q$. The two walls are uncorrelated, and $S$, a length to the fourth power, is the sum of their two constants.
2. **Weak roughness.** Scattering rates are taken to first order in $S$, and level broadening is small compared with subband spacing.
3. **Boltzmann transport.** Coherence between subbands and interference between successive collisions are left out.
4. **No other scattering.** There are no phonons, impurities or grain boundaries.

**Theorem.** Let $k_0=(3\pi^2n_v)^{1/3}$ and $\kappa_0=k_0d/\pi$. Under these assumptions, at fixed $n_v$ and $S$ and for $\kappa_0\gg1$, the three-dimensional conductivity is

$$\sigma=\frac{e^2}{\hbar}\,\frac{d^2}{4k_0S}\left[1+\frac{3f-\frac74-\frac{12}{\pi^2}}{\kappa_0}+O(\kappa_0^{-2})\right].$$

The square law is thus the leading term for many subbands.

## Lemma 1: the coupling of a displaced wall

**Lemma.** A displacement $\xi$ of the wall at $z=d$ couples states $(n,\mathbf k)$ and $(l,\mathbf k')$ of equal energy, to first order, by

$$V=-(-1)^{n+l}\,\frac{\hbar^2}{m}\,\frac{k_nk_l}{d}\,\frac{\xi(\mathbf k-\mathbf k')}{A}.$$

**Proof.** Let $\psi$ have energy $E$ in the displaced film. It vanishes at $z=d+\xi$, so expansion about $z=d$ gives $\psi(d)=-\xi\,\partial_z\psi(d)$ to first order. Let $\varphi_a$ be a flat-wall state with energy $\varepsilon_a$. Both functions obey the free Schrödinger equation for $0<z<d$, so

$$(E-\varepsilon_a)\int\varphi_a^*\psi\,d^3r=-\frac{\hbar^2}{2m}\int\left(\varphi_a^*\nabla^2\psi-\psi\nabla^2\varphi_a^*\right)d^3r.$$

Green's identity turns the right side into a surface integral of $\varphi_a^*\partial_z\psi-\psi\,\partial_z\varphi_a^*$ at $z=d$. The wall at $z=0$ gives nothing, since both functions vanish there, and the sides cancel by periodicity. At $z=d$ the first term is zero because $\varphi_a(d)=0$. What remains is

$$(E-\varepsilon_a)\int\varphi_a^*\psi\,d^3r=\frac{\hbar^2}{2m}\int\psi\,\partial_z\varphi_a^*\,d^2r=-\frac{\hbar^2}{2m}\int\xi\,\partial_z\varphi_a^*\,\partial_z\psi\,d^2r .$$

The right side already contains $\xi$. To first order, $\psi$ may therefore be replaced there by its zeroth-order form, a combination $\sum_bc_b\varphi_b$ of flat-wall states of equal energy. The result, $(E-\varepsilon_a)c_a=\sum_bV_{ab}c_b$, is the eigenvalue equation of a perturbation with

$$V_{ab}=-\frac{\hbar^2}{2m}\int\xi\,\partial_z\varphi_a^*\,\partial_z\varphi_b\,d^2r\Big|_{z=d}.$$

At the wall, $\partial_z\varphi_{n\mathbf k}=\sqrt{2/(Ad)}\,k_n(-1)^ne^{i\mathbf k\cdot\mathbf r}$. The two square roots give $2/(Ad)$, the 2 cancels the one in $\hbar^2/2m$, and the integral over the plane is $\xi(\mathbf k-\mathbf k')$. ∎

A uniform shift checks sign and factor. Then $\xi(0)=A\xi$ and $V_{nn}=-\hbar^2k_n^2\xi/(md)$. This equals $\xi\,\partial\varepsilon_n/\partial d$ for $\varepsilon_n=\hbar^2\pi^2n^2/(2md^2)$. The coupling between different subbands was tested on a corrugated film solved from its boundary condition: the splitting of two degenerate levels agrees with $2|V|$, with a printed ratio of 1.00000.

The wall at $z=0$ has the same slopes without the factors $(-1)^n$, so its squared coupling has the same form. Cross terms between the walls average to zero. With the total $S$,

$$\langle|V|^2\rangle=\frac{\hbar^4}{m^2}\,\frac{k_n^2k_l^2}{d^2}\,\frac{S}{A}.$$

The coupling grows with both transverse wave numbers. An electron moving nearly parallel to the walls has a small slope $\partial_z\varphi$ there and hardly notices a displacement.

## Lemma 2: the scattering rate

**Lemma.** An electron at the Fermi level in subband $n$ is scattered at the rate

$$\frac1{\tau_n}=\frac{\hbar S}{md^2}\,k_n^2\sum_{l=1}^{N}k_l^2=\frac{\hbar\pi^4S}{md^6}\,n^2s_N,\qquad s_N=\sum_{l=1}^Nl^2=\frac{N(N+1)(2N+1)}6 .$$

**Proof.** The golden rule gives $1/\tau_n=(2\pi/\hbar)\sum_{l,\mathbf k'}\langle|V|^2\rangle\,\delta(\varepsilon_{l\mathbf k'}-\varepsilon_F)$. Roughness conserves spin, so one spin direction is counted. In each open subband

$$\sum_{\mathbf k'}\delta(\varepsilon_{l\mathbf k'}-\varepsilon_F)=\frac{A}{(2\pi)^2}\int2\pi k'\,dk'\,\delta(\varepsilon_{l\mathbf k'}-\varepsilon_F)=\frac{Am}{2\pi\hbar^2},$$

because $k'dk'=m\,d\varepsilon/\hbar^2$. The area cancels, and the factors combine as

$$\frac{2\pi}{\hbar}\cdot\frac{\hbar^4}{m^2}\cdot\frac{S}{d^2}\cdot\frac{m}{2\pi\hbar^2}=\frac{\hbar S}{md^2}.$$

This multiplies $k_n^2\sum_lk_l^2$. Inserting $k_n=n\pi/d$ and $k_l=l\pi/d$ gives the second form. ∎

White noise enters here: $\langle|V|^2\rangle$ does not depend on the angle between $\mathbf k$ and $\mathbf k'$. An explicit sum over the states of a large box reproduces the rate.

## Lemma 3: the conductivity for any number of subbands

**Lemma.**

$$\sigma=\frac{e^2d^5}{2\pi^5\hbar S\,s_N}\sum_{n=1}^N\frac{k_F^2-k_n^2}{n^2}.$$

**Proof.** Let a field $\mathcal E$ point along $x$, let $s$ stand for $(n,\mathbf k)$, and let $W_{ss'}$ be the golden-rule rates. The steady Boltzmann equation is

$$-e\mathcal E\,v_x\frac{\partial f_0}{\partial\varepsilon}=-\sum_{s'}W_{ss'}(f_s-f_{s'}).$$

Set $f_s=f_0+e\mathcal E\,(\partial f_0/\partial\varepsilon)\,\chi_s$. Collisions are elastic, so the derivative of $f_0$ is common to all terms and cancels:

$$v_x=\sum_{s'}W_{ss'}(\chi_s-\chi_{s'}).$$

Try $\chi_s=v_x\tau_n$. Within each final subband, $W_{ss'}$ does not depend on the direction of $\mathbf k'$, while $\chi_{s'}$ varies as the cosine of that direction. The scattering-in sum $\sum_{s'}W_{ss'}\chi_{s'}$ therefore vanishes. What is left is $\chi_s/\tau_n=v_x$, which the trial function satisfies. A constant could be added to $\chi$, but it carries no current. The time between collisions is thus also the transport time.

The current density, with a factor 2 for spin, is

$$J=-\frac{2e}{Ad}\sum_sv_x(f_s-f_0)=\frac{2e^2\mathcal E}{Ad}\sum_sv_x^2\tau_n\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

At zero temperature the bracket is $\delta(\varepsilon-\varepsilon_F)$. The angular average of $v_x^2$ is $\hbar^2k_{Fn}^2/(2m^2)$, and the sum over $\mathbf k$ gives $Am/(2\pi\hbar^2)$. Hence

$$\sigma=\frac{2e^2}{d}\sum_n\frac{m}{2\pi\hbar^2}\,\frac{\hbar^2k_{Fn}^2}{2m^2}\,\tau_n=\frac{e^2}{2\pi md}\sum_{n=1}^Nk_{Fn}^2\tau_n .$$

Lemma 2 gives $\tau_n=md^6/(\hbar\pi^4Sn^2s_N)$. The mass cancels, and $d^6/d=d^5$. ∎

A numerical solution of the full Boltzmann matrix in subband and angle, with the scattering-in terms kept, agrees with this sum.

## Lemma 4: the Fermi wave number at fixed density

**Lemma.** At fixed $n_v$, $k_F=k_0\left[1+1/(4\kappa_0)+O(\kappa_0^{-2})\right]$.

**Proof.** Subband $n$ holds $k_{Fn}^2/(2\pi)$ electrons per area, both spins included. Dividing by $d$ and using $k_n=k_Fn/\kappa$,

$$n_v=\frac1{2\pi d}\sum_{n=1}^N(k_F^2-k_n^2)=\frac{k_F^2}{2\pi d}\left(N-\frac{s_N}{\kappa^2}\right).$$

Insert $N=\kappa-f$ into $s_N=N^3/3+N^2/2+N/6$:

$$s_N=\frac{\kappa^3}3+\left(\frac12-f\right)\kappa^2+O(\kappa).$$

In the difference the two terms in $f$ cancel:

$$N-\frac{s_N}{\kappa^2}=\frac{2\kappa}3-\frac12+O(\kappa^{-1})=\frac{2\kappa}{3}\left[1-\frac{3}{4\kappa}+O(\kappa^{-2})\right].$$

Since $\kappa=k_Fd/\pi$, this means $n_v=(k_F^3/3\pi^2)[1-3/(4\kappa)+\dots]$, or $k_0^3=k_F^3[1-3/(4\kappa)+\dots]$. Taking the cube root and solving for $k_F$ gives the claim. ∎

The wave function is suppressed near hard walls, so the film acts as if it were slightly thinner, and the same density needs a larger $k_F$. The shift is $k_F-k_0\approx\pi/(4d)$. At 10 nm this is 0.079 nm⁻¹, which matches the printed change from 13.330 to 13.409 nm⁻¹.

## Proof of the theorem

Write the sum of Lemma 3 as

$$\sum_{n=1}^N\frac{k_F^2-k_n^2}{n^2}=k_F^2\left(\sum_{n=1}^N\frac1{n^2}-\frac N{\kappa^2}\right).$$

The full series $\sum1/n^2$ is $\pi^2/6$, and its tail beyond $N$ lies between $1/(N+1)$ and $1/N$, so it is $1/\kappa+O(\kappa^{-2})$. The last term is also $1/\kappa+O(\kappa^{-2})$. The bracket is therefore

$$\frac{\pi^2}6-\frac2\kappa+O(\kappa^{-2})=\frac{\pi^2}6\left[1-\frac{12}{\pi^2\kappa}+O(\kappa^{-2})\right].$$

From the expansion in Lemma 4,

$$\frac1{s_N}=\frac3{\kappa^3}\left[1+\frac{3f-\frac32}\kappa+O(\kappa^{-2})\right],\qquad\frac3{\kappa^3}=\frac{3\pi^3}{k_F^3d^3}.$$

The leading factors multiply to

$$\frac{e^2d^5}{2\pi^5\hbar S}\cdot\frac{3\pi^3}{k_F^3d^3}\cdot k_F^2\cdot\frac{\pi^2}6=\frac{e^2d^2}{4\hbar Sk_F},$$

and the relative corrections add to $(3f-\frac32-12/\pi^2)/\kappa$. By Lemma 4, $1/k_F=(1/k_0)[1-1/(4\kappa_0)+\dots]$, which changes $-\frac32$ into $-\frac74$. Replacing $\kappa$ by $\kappa_0$ in the correction alters only the next order. ∎

In films with about 1990 subbands, the first-correction coefficient agrees with explicit subband sums to within 0.0023.

## Remark 1: where the two powers come from

For many subbands $\sum_lk_l^2\approx k_F^3d/(3\pi)$, and Lemma 2 becomes

$$\tau_n\approx\frac{3\pi m}{\hbar Sk_F^3}\,\frac d{k_n^2}.$$

One power of $d$ is visible here: a thicker film dilutes its walls. The other comes from the sum over subbands,

$$\sigma\approx\frac{3e^2}{2\hbar Sk_F^3}\sum_{n=1}^N\left(\frac{k_F^2}{k_n^2}-1\right).$$

If all states with $k_n<ck_F$ are left out of the current, with fixed $0<c<1$, the sum becomes an integral with spacing $\pi/d$:

$$\frac d\pi\int_{ck_F}^{k_F}\left(\frac{k_F^2}{k^2}-1\right)dk=\frac{k_Fd}\pi\left[\frac1c-1-(1-c)\right]=\frac{k_Fd}\pi\,\frac{(1-c)^2}c .$$

The conductivity is then proportional to $d$, as dilution alone suggests. For $c=0.2$ the exponent fitted between 50 and 500 nm is 1.001. As $c\to0$ the integral diverges, so a classical film with this scattering law would have infinite conductivity. Quantization cuts the divergence off at the smallest transverse wave number, $\pi/d$. The sum is then $k_F^2d^2/6$ to leading order, and the second power appears.

The current is accordingly concentrated in the grazing states. The lowest subband carries a share that tends to $6/\pi^2=0.608$. At 10 nm the share is 0.625, although by Lemma 4 this subband holds only about $1/(2\kappa/3-\frac12)$ of the electrons, or 4%, with $\kappa=42.7$.

The same picture can be put in terms of loss at the walls. A round trip across the film takes $2d/v_z=2md/(\hbar k_n)$, so the loss per round trip is, for small loss,

$$\frac{2md}{\hbar k_n\tau_n}\approx\frac{2Sk_F^3k_n}{3\pi}.$$

It vanishes at grazing incidence. At 10 nm it is $1.6\times10^{-4}$ for $n=1$ and $6.7\times10^{-3}$ for $n=42$. A model with the same specularity at all angles would miss this dependence.

## Remark 2: reading the numbers

The opening example has the round parameters $n_v=80$ nm⁻³ and $S=10^{-6}$ nm⁴, with the free-electron mass. Then $k_0=(3\pi^2\times80)^{1/3}=13.33$ nm⁻¹. At 10 nm

$$\frac{d^2}{4k_0S}=\frac{100}{4\times13.33\times10^{-6}}\ \text{nm}^{-1}=1.875\times10^6\ \text{nm}^{-1}.$$

Multiplication by $e^2/\hbar=2.434\times10^{-4}$ S gives $4.565\times10^{11}$ S/m, or 2.19 pΩ m. The full subband sum gives 0.979 of this conductivity, hence 2.24 pΩ m.

The first correction accounts for that ratio. With $k_F=13.409$ nm⁻¹, $\kappa=42.68$ and $f=0.68$. The numerator is $3\times0.68-1.75-1.216=-0.93$, and division by $\kappa_0=42.4$ gives $-0.022$. At 20 nm, $\kappa=85.11$: a subband has just opened, $f=0.11$, and the correction is $-0.031$, against a printed ratio of 0.970. At 40 nm, $\kappa=169.98$: the next subband is about to open, and the correction nearly vanishes. The factors 3.96 and 4.12 of the opening thus reflect where each thickness falls between two openings.

This sawtooth has a simple cause. When subband $N$ opens, it holds almost no electrons, but it offers every electron a new final state with the largest coupling. The sum $s_N$ grows by $N^2$, a fraction of about $3/N$, and the conductivity drops by that fraction. The step is sharp only within the golden rule: just after an opening the Fermi level lies about $f$ subband spacings above the new edge, so broadening rounds the step where $f$ is below the ratio of broadening to spacing, about $10^{-3}$ in the example (Remark 4).

Averaged over $f$ with equal weight, the correction is $-(\frac14+12/\pi^2)/\kappa_0=-1.47/\kappa_0$. Differentiating $\ln\sigma$ with respect to $\ln d$ gives a smoothed local exponent of $2+1.47/\kappa_0$. It lies slightly above two and falls towards it. The fits behave accordingly: 2.025 between 5 and 50 nm, and 2.0025 between 50 and 500 nm.

## Remark 3: one subband

The theorem needs many subbands. In the opposite case $N=1$, which requires $n_vd^3<3\pi/2$, Lemma 3 has $s_1=1$ and a single term $k_{F1}^2=2\pi n_vd$, so

$$\sigma=\frac{e^2d^5}{2\pi^5\hbar S}\,2\pi n_vd=\frac{e^2n_vd^6}{\pi^4\hbar S}.$$

At fixed volume density the exponent is six, and the fit for a dilute film of 0.001 nm⁻³ confirms it. At fixed density per area, $n_vd$, it would be five. The quantity held fixed is therefore part of the statement.

## Remark 4: where the law fails

**Bulk scattering.** By Remark 1, an electron of the lowest subband travels a distance

$$\frac{\hbar k_F}m\,\tau_1\approx\frac{3d^3}{\pi Sk_F^2}$$

before roughness scatters it. At 10 nm this is about 5 mm, or some 6000 round trips between the walls. The square law needs this distance to be much shorter than the bulk mean free path. Since it grows as $d^3$, any fixed bulk scattering ends the law at large thickness. In the example a bulk mean free path of 40 nm ends it at once: the exponent fitted between 5 and 50 nm drops to 0.002, and the film conducts like the bulk. At this bulk rate the broadening exceeds the spacing of the lowest subbands (by a factor of about 2 at 10 nm, and more in thicker films), so assumption 2 fails there and the subband sum with an added bulk rate is only an estimate.

**Correlation length.** Let one wall be flat and the other rough, with height $\Delta$ and correlation $\Delta^2e^{-r^2/\ell^2}$. The spectrum is $\pi\Delta^2\ell^2e^{-q^2\ell^2/4}$. It is white if $k_F\ell\ll1$, with $S=\pi\Delta^2\ell^2$. The root-mean-square slope of the wall, $2\Delta/\ell$, must also be small, so

$$k_F^4S=\pi(k_F\ell)^4(\Delta/\ell)^2\ll1.$$

In the example $k_0^4S=0.032$, which is too large to meet both conditions well. With $k_F\ell=0.5$ it needs $\Delta/\ell=0.4$, a slope of 0.8. With $k_F\ell=1$ the slope is only 0.2, but the spectrum is no longer white. A smaller $S$ can meet both conditions, and since $\sigma\propto1/S$ it leaves the ratios between thicknesses unchanged. Even so, $k_F\ell<1$ puts $\ell$ below $1/k_F\approx0.075$ nm, less than an atomic spacing. The example therefore shows the scaling and does not predict the resistivity of a real interconnect.

At fixed $S$, a finite $\ell$ raises the conductivity. In a film with eight subbands and $\kappa=8.6$ the increase over white noise is 0.4%, 9% and 40% for $k_F\ell=0.1$, 0.5 and 1; the values shift somewhat with $f$, the last from about 38% to 42% across $8<\kappa<9$. The direction follows from a variational form. Write the Boltzmann equation as $v_x=C\chi$, with $C$ symmetric. Then $\sigma$ is proportional to the maximum over $\chi$ of

$$2\sum_sv_x\chi_s-\frac12\sum_{ss'}W_{ss'}(\chi_s-\chi_{s'})^2,$$

with the sums taken over the Fermi level. The factor $e^{-q^2\ell^2/4}\le1$ lowers every $W_{ss'}$, so the maximum cannot fall. Whether the exponent changes at finite $\ell$ is not settled by this argument.

**Broadening.** The ratio of $\hbar/\tau_n$ to the spacing $\hbar^2\pi^2(2n+1)/(2md^2)$ is, for many subbands,

$$\frac{2Sk_F^3}{3\pi d}\,\frac{n^2}{2n+1}<\frac{Sk_F^3n}{3\pi d}\le\frac{Sk_F^4}{3\pi^2},$$

where the last step uses $n\le k_Fd/\pi$. This leading-order bound does not depend on $d$, so the limit of many subbands stays within assumption 2 when $k_F^4S\ll3\pi^2$. At 10 nm the ratio is $1.7\times10^{-5}$ for the lowest subband and $1.0\times10^{-3}$ for the highest. The states that carry most of the current satisfy the assumption best. The values quoted here are collected in the numerical output below.

## Numbers as computed

```
level splitting, exact / formula: 1.00000
golden-rule rate, box sum / formula: 1.00000
Boltzmann matrix / closed sum, white noise: 1.00000000
sigma / white-noise sigma at kF*corr.length=0.1: 1.0037
sigma / white-noise sigma at kF*corr.length=0.5: 1.0939
sigma / white-noise sigma at kF*corr.length=1.0: 1.4042
volume density: 80.0 nm^-3
roughness strength S: 1.0e-06 nm^4
bulk Fermi wave number k0: 13.3302 nm^-1
k0^4 S (dimensionless): 0.0316
d=5 nm: N=21, kF=13.4879 nm^-1, rho=9.4302 pOhm m, sigma/limit=0.9292
d=10 nm: N=42, kF=13.4090 nm^-1, rho=2.2385 pOhm m, sigma/limit=0.9786
d=20 nm: N=85, kF=13.3697 nm^-1, rho=0.5648 pOhm m, sigma/limit=0.9696
d=40 nm: N=169, kF=13.3499 nm^-1, rho=0.1369 pOhm m, sigma/limit=0.9998
limit-law sigma at 10 nm: 4.5651e+11 S/m
limit-law rho at 10 nm: 2.1905 pOhm m
fitted exponent, 5-50 nm: 2.0247
fitted exponent, 50-500 nm: 2.0025
exponent without k_n < 0.2 kF, 50-500 nm: 1.0008
exponent, one subband (0.001 nm^-3, 10-15 nm): 6.0000
bulk mean free path added: 40 nm
exponent with bulk scattering, 5-50 nm: 0.0021
largest error of first-correction coefficient: 0.0023
share of lowest subband at 10 nm: 0.6253
share of lowest subband at 500 nm: 0.6083
limit of that share, 6/pi^2: 0.6079
10 nm, n=1: loss per round trip=1.587e-04, broadening/spacing=1.683e-05
10 nm, n=42: loss per round trip=6.664e-03, broadening/spacing=1.048e-03
```
